\section*{Decoupling a Charged Dimer from Its Images with Fitted Gaussians}

\section{A correction that becomes worse}

A model dimer of charge $+1$ sits in a cubic cell of side $L=18$ bohr. Its periodic electrostatic energy is $79.15$ mHa below the isolated value. Treating the dimer as a point charge when removing the image interaction leaves an error of $-0.340$ mHa. Replacing the point by one Gaussian on each atom, with charges fitted to the density, leaves $-1.238$ mHa. Three Gaussians per atom leave $-0.124$ mHa. Why does the apparently better model of two atoms do worse than a point?

Hartree atomic units are used, with positive charge counted positive. All errors are approximate minus isolated energy. A normalized Gaussian of width $a$ is
\[
g(\mathbf r)=\frac{e^{-r^2/a^2}}{\pi^{3/2}a^3},\qquad
\int r^2g\,d^3r=3\,\frac{a^2}{2},
\]
because each Cartesian coordinate has variance $a^2/2$. The dimer density $\rho$ consists of these Gaussians:
\begin{center}
\begin{tabular}{ccc}
charge ($e$) & $z$ (bohr) & $a$ (bohr)\\
$1.6$ & $-1$ & $0.8$\\
$-0.9$ & $-1$ & $1.3$\\
$1.2$ & $1$ & $0.8$\\
$-0.6$ & $1$ & $1.5$\\
$-0.3$ & $0$ & $1.2$
\end{tabular}
\end{center}
It stands for the compensated density of a PAW calculation: smooth valence density plus compensation charges. The one-centre PAW energies already use the isolated Coulomb interaction, so the quantity to repair is the periodic energy of $\rho$ itself.

\section{What the images see}

Let $\tilde\rho(\mathbf G)=\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$ and $V=L^3$. Poisson's equation gives the potential coefficient $4\pi\tilde\rho/G^2$, hence
\begin{equation}
E_{\rm per}=\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{|\tilde\rho(\mathbf G)|^2}{G^2}.
\end{equation}
Omitting $\mathbf G=0$ adds a uniform neutralizing background. The periodic potential of a unit charge is
\[
\psi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\qquad
\nabla^2\psi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{V},
\]
where $\mathbf R$ runs over lattice vectors. Define $K=1/r-\psi$. The delta functions at the origin cancel, so $\nabla^2K=-4\pi/V$ for $r<L$. Since $\nabla^2r^2=6$, the function $K+2\pi r^2/(3V)$ is harmonic there. Cubic symmetry forbids angular terms with $l=1,2,3$, so
\begin{equation}
K(\mathbf r)=\frac{\alpha}{L}-\frac{2\pi r^2}{3V}+O(r^4/L^5).
\end{equation}

To find $\alpha$, split $1/r$ into $\operatorname{erf}(\eta r)/r$, summed over the lattice in reciprocal space, and $\operatorname{erfc}(\eta r)/r$, summed in real space. The latter has cell average
\[
\frac{4\pi}{V}\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\frac{\pi}{V\eta^2},
\]
which must be subtracted because $\psi$ has zero average. At the origin, $1/r-\operatorname{erfc}(\eta r)/r\to2\eta/\sqrt\pi$. Therefore
\[
\frac{\alpha}{L}=\frac{2\eta}{\sqrt\pi}
-\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}
-\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}
+\frac{\pi}{V\eta^2},
\]
which gives $\alpha=2.837297$.

The exact correction is $D[\rho]=E_{\rm iso}-E_{\rm per}=\frac12\iint\rho K\rho'$. Write $Q=\int\rho$, $\mathbf d=\int\mathbf r\rho$ and $M_2=\int r^2\rho$. Expanding the squared distance gives
\[
\frac12\iint\rho\rho'(r^2+r'^2-2\mathbf r\cdot\mathbf r')
=QM_2-d^2.
\]
If overlap with the images is negligible, it follows that
\begin{equation}
D[\rho]=\frac{\alpha Q^2}{2L}-\frac{2\pi}{3V}(QM_2-d^2)+O(L^{-5}).
\end{equation}
If $D$ is evaluated with a model density $\hat\rho$ of the same charge, the error is $D[\hat\rho]-D[\rho]$. To leading order,
\begin{equation}
\delta E=-\frac{2\pi}{3V}\left[Q(\hat M_2-M_2)-(\hat d^2-d^2)\right].
\label{error}
\end{equation}
The full second moment $M_2$ matters here, not just the multipoles that determine a potential outside the charge. It enters through the background, whose potential is quadratic in position.

\section{The two-charge fit by hand}

A Gaussian of charge $q$ centred at $z$ contributes $q(z^2+3a^2/2)$ to $M_2$. For the target,
\begin{align*}
M_2&=1.6(1.96)-0.9(3.535)+1.2(1.96)\\
&\quad-0.6(4.375)-0.3(2.16)=-0.9665,\\
d&=-(1.6-0.9)+(1.2-0.6)=-0.1,
\end{align*}
in $e\,$bohr$^2$ and $e\,$bohr.

Now put one Gaussian of width $1$ bohr on each atom. Charge conservation leaves one parameter $t$:
\[
q_\pm=\frac{1\pm t}{2},\qquad
\tilde{\hat\rho}=e^{-G^2/4}(\cos G_z-it\sin G_z).
\]
Minimize $\sum w|\tilde\rho-\tilde{\hat\rho}|^2$ with a positive weight $w(G)$. Setting the derivative with respect to $t$ to zero gives
\[
\sum w\left[e^{-G^2/4}\sin G_z\,\operatorname{Im}\tilde\rho
+t\,e^{-G^2/2}\sin^2G_z\right]=0,
\]
and hence
\[
t=-\frac{\sum w e^{-G^2/4}\sin G_z\operatorname{Im}\tilde\rho}
{\sum w e^{-G^2/2}\sin^2G_z}.
\]
The fit can adjust the dipole $\hat d=t$. It cannot adjust the second moment: for every $t$,
\[
\hat M_2=(q_++q_-)(1+1.5)=2.5.
\]
The mismatch is $2.5+0.9665=3.4665$. With $V=5832$ bohr$^3$, its contribution to the error is
\[
-\frac{2\pi}{3(5832)}(3.4665)=-1.245\ {\rm mHa}.
\]
Including the dipole term gives $-1.242$ mHa, against the actual $-1.238$ mHa.

A point charge at the origin has $\hat M_2=\hat d=0$. Equation~(\ref{error}) then gives
\[
-\frac{2\pi}{3(5832)}(0.9665+0.01)=-0.351\ {\rm mHa},
\]
close to the actual $-0.340$ mHa. The point does better here because its second moment happens to be nearer the target.

A second width removes the restriction. Moving charge $x$ on one atom from width $1.0$ to $1.4$ bohr changes $\hat M_2$ by $1.5(1.96-1)x=1.44x$, without changing $Q$ or $d$.

\section{The fit in general}

Use several widths on every atom. With centres $\mathbf R_i$, the basis transforms are $\tilde g_i=e^{-G^2a_i^2/4-i\mathbf G\cdot\mathbf R_i}$. Bl\"ochl's weight is
\begin{equation}
w(G)=4\pi\frac{(G^2-G_c^2)^2}{G^2G_c^2}\quad(0<G<G_c),
\end{equation}
and zero for $G\ge G_c$. Minimize
\[
F=\frac1{2V}\sum_{\mathbf G\ne0}w\left|\tilde\rho-\sum_iq_i\tilde g_i\right|^2,
\qquad \sum_iq_i=Q.
\]
At small $G$, $w\to4\pi G_c^2/G^2$, so $F$ weights the residual as its periodic Coulomb energy does, multiplied by $G_c^2$.

Expanding the square gives $F=\frac12q^TAq-b^Tq+{\rm const}$, with
\begin{align}
A_{ij}&=\frac1V\sum_{\mathbf G\ne0}w\operatorname{Re}(\tilde g_i^*\tilde g_j),&
b_i&=\frac1V\sum_{\mathbf G\ne0}w\operatorname{Re}(\tilde g_i^*\tilde\rho).
\end{align}
Adding $\lambda(\sum_iq_i-Q)$ and differentiating yields
\begin{equation}
\begin{pmatrix}A&\mathbf1\\\mathbf1^T&0\end{pmatrix}
\begin{pmatrix}q\\\lambda\end{pmatrix}
=\begin{pmatrix}b\\Q\end{pmatrix}.
\label{system}
\end{equation}

The isolated interaction of two Gaussians needs one integral. Their transforms multiply to $e^{-G^2s^2/4}$, where $s^2=a_i^2+a_j^2$. At separation $R$, angular integration gives
\[
U(R)=\frac2\pi\int_0^\infty\frac{\sin GR}{GR}e^{-G^2s^2/4}dG.
\]
Then $(RU)'=(2/\sqrt\pi s)e^{-R^2/s^2}$, and $RU=0$ at $R=0$, so $U=\operatorname{erf}(R/s)/R$. Its limit at $R=0$ is $2/(\sqrt\pi s)$. Subtracting the periodic interaction gives
\begin{equation}
M_{ij}=U_{ij}-\frac{4\pi}{V}\sum_{\mathbf G\ne0}
\frac{\operatorname{Re}(\tilde g_i^*\tilde g_j)}{G^2},\qquad
\Delta E=\frac12q^TMq.
\end{equation}
This energy sum must be converged in its own right; it does not stop at $G_c$.

For $L=18$ bohr, $G_c=2.5$ bohr$^{-1}$ and widths $1.0,1.4,2.0$ bohr,
\[
E_{\rm per}+\Delta E=0.671435+0.079030=0.750465\ {\rm Ha}.
\]
The isolated energy is $0.750589$ Ha, so the error is $-0.124$ mHa, or $-3.36$ meV.

\section{Accuracy and the role of the weight}

The three-width fit still misses $M_2$ by $0.357\,e\,$bohr$^2$. This number hardly changes between $L=14$ and $24$ bohr, while the error falls from $-0.256$ to $-0.053$ mHa, close to the $L^{-3}$ law of Eq.~(\ref{error}). A larger cell therefore reduces the effect of the moment error without curing it.

The fit also has a restriction that more widths cannot remove. Spherical Gaussians at $z=\pm1$ have $\sum qz^2=Q=1$, whereas the target has $0.7+0.6=1.3$. Its quadrupole is thus outside the fit space. This does not by itself limit the energy at order $L^{-3}$, since Eq.~(\ref{error}) contains only the dipole and $M_2$. If instead $\rho$ lies in the fit space and the fit is nonsingular, the residual can vanish and the isolated energy is recovered.

Replacing $w$ by a constant below the same cutoff raises the second-moment mismatch to $1.40\,e\,$bohr$^2$ and the error to $-0.494$ mHa. The constant weight also makes the energy jump by $2.5\times10^{-5}$ Ha when $G_c$ crosses the shell at $2.468$ bohr$^{-1}$. With Bl\"ochl's weight, a new shell enters $A$ and $b$ with zero value and zero slope. The solution of a nonsingular system inherits this smoothness, so the energy has no jump: moving $G_c$ across the shell by a relative $\pm10^{-8}$ changes it by less than $10^{-11}$ Ha. It still varies smoothly with $G_c$ over larger intervals.

\section{Why the charges can be ill determined}

Take two Gaussians on one atom with $a_\pm^2=\bar a^2(1\pm\epsilon)$, and let $x=\bar a^2G^2/4$. Opposite charges produce
\[
e^{-x(1-\epsilon)}-e^{-x(1+\epsilon)}
=2e^{-x}\sinh(\epsilon x)\simeq2\epsilon xe^{-x}.
\]
The fit measures the square of this signal, so the curvature of $F$ in this direction is proportional to $\epsilon^2$. For three equally spaced squared widths, charges proportional to $(1,-2,1)$ give
\[
e^{-x}(e^{\epsilon x}-2+e^{-\epsilon x})
\simeq\epsilon^2x^2e^{-x},
\]
and a curvature proportional to $\epsilon^4$. In the dimer, doubling a small $\epsilon$ multiplies the smallest eigenvalue of $A$ on the subspace $\sum_i\delta q_i=0$ by $3.999$ and $15.98$, respectively, matching $2^2$ and $2^4$.

For the chosen widths, the condition number on this subspace is $114$ with two widths and $2468$ with three. Lowering $G_c$ to $1.5$ bohr$^{-1}$ raises the latter to $4.2\times10^4$, because the Gaussians look more alike at small $G$. The error nevertheless falls to $-0.019$ mHa. Conditioning and energy accuracy are different questions.

The three charges on the left atom are $2.608$, $-2.545$ and $0.492\,e$; only their sum enters the dipole. A charge step of norm $0.1\,e$ along the softest direction changes $\Delta E$ by only $7\times10^{-7}$ Ha. This step is opposite on the two atoms, so it leaves $M_2$ unchanged. The next softest direction is equal on both atoms; the same step then changes $M_2$ by $0.060\,e\,$bohr$^2$ and $\Delta E$ by $2.2\times10^{-5}$ Ha in magnitude. The individual charges should not be read as atomic populations.

\section{The potential for self-consistency}

The charges respond to $\rho$, so the correction also needs a potential. Since $M$ is symmetric, $\delta\Delta E=(Mq)^T\delta q$. Solve once with the matrix of Eq.~(\ref{system}):
\[
Ay+\mu\mathbf1=Mq,\qquad \mathbf1^Ty=0.
\]
The varied fit obeys $A\delta q+\mathbf1\delta\lambda=\delta b$ and $\mathbf1^T\delta q=\delta Q$. Therefore
\begin{align*}
\delta\Delta E&=y^TA\delta q+\mu\,\delta Q\\
&=y^T(\delta b-\mathbf1\delta\lambda)+\mu\,\delta Q
=y^T\delta b+\mu\,\delta Q.
\end{align*}
Inserting $\delta b$ identifies the potential:
\begin{equation}
v(\mathbf r)=\mu+\frac1V\sum_{\mathbf G\ne0}w(G)
\sum_iy_i\tilde g_i(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
Electrons feel $-v$ as potential energy. Averaged over a Gaussian test charge of width $0.9$ bohr at $z=0.7$ bohr, $v$ is $0.15721$ Ha$/e$; exact removal of the images gives $0.15730$ Ha$/e$. Such agreement is not guaranteed far from the atoms: at $z=5$ bohr the two values are $0.15105$ and $0.14672$ Ha$/e$. The numerical check compares $v$ with finite differences of the refitted energy.

These formulas hold the atoms fixed. Forces need the derivatives of $A$, $b$ and $M$ with respect to the centres as well. The moment expansion fails when the density overlaps its images: $K$ is then sampled near its singularities at the nonzero lattice vectors, and a few moments no longer describe the interaction. A density in the fit space is still recovered exactly if the fit is nonsingular, but for other densities a good match of the low moments no longer ensures a small error.

\section*{Computed results}
\begin{verbatim}
Total charge: 1.000 e; bond length: 2.000 bohr
Target Gaussian: q=1.60 e, z=-1.0 bohr, a=0.80 bohr
Target Gaussian: q=-0.90 e, z=-1.0 bohr, a=1.30 bohr
Target Gaussian: q=1.20 e, z=1.0 bohr, a=0.80 bohr
Target Gaussian: q=-0.60 e, z=1.0 bohr, a=1.50 bohr
Target Gaussian: q=-0.30 e, z=0.0 bohr, a=1.20 bohr
Target dipole: -0.1000 e bohr; second moment: -0.9665 e bohr^2
Isolated energy: closed 0.750588914, quadrature 0.750588914 Ha
Cubic constants: alpha=2.837297, beta4=3.1082 (unitless)
Fit cutoff Gc: 2.50 bohr^-1; widths: 1.0, 1.4, 2.0 bohr
L=14 bohr: periodic E=0.64854828 Ha, raw error=-1.020e-01 Ha
  error after point-charge correction=-7.086e-04 Ha
  1 width(s): error=-2.625e-03, leading=-2.639e-03 Ha; dM2=3.4665 e bohr^2
  2 width(s): error=4.394e-04, leading=4.257e-04 Ha; dM2=-0.5630 e bohr^2
  3 width(s): error=-2.564e-04, leading=-2.702e-04 Ha; dM2=0.3563 e bohr^2
L=18 bohr: periodic E=0.67143485 Ha, raw error=-7.915e-02 Ha
  error after point-charge correction=-3.402e-04 Ha
  1 width(s): error=-1.238e-03, leading=-1.242e-03 Ha; dM2=3.4665 e bohr^2
  2 width(s): error=2.044e-04, leading=2.005e-04 Ha; dM2=-0.5633 e bohr^2
  3 width(s): error=-1.236e-04, leading=-1.275e-04 Ha; dM2=0.3571 e bohr^2
L=24 bohr: periodic E=0.69133308 Ha, raw error=-5.926e-02 Ha
  error after point-charge correction=-1.455e-04 Ha
  1 width(s): error=-5.229e-04, leading=-5.239e-04 Ha; dM2=3.4665 e bohr^2
  2 width(s): error=8.549e-05, leading=8.457e-05 Ha; dM2=-0.5632 e bohr^2
  3 width(s): error=-5.284e-05, leading=-5.377e-05 Ha; dM2=0.3568 e bohr^2
Results below: L=18 bohr, three widths unless stated
Charges at z=-1: 2.60753, -2.54457, 0.49197 e
Charges at z=+1: 2.07014, -1.84762, 0.22255 e
Fitted dipole: -0.10986 e bohr; second moment: -0.60942 e bohr^2
Decoupling energy: 0.07903049 Ha
Corrected energy: 0.75046535 Ha; error=-3.3625 meV
Projected condition, 1 width(s): 1.000e+00
Projected condition, 2 width(s): 1.138e+02
Projected condition, 3 width(s): 2.468e+03
Gc=1.5 bohr^-1: condition=4.191e+04, error=-1.925e-05 Ha
Gc=2.5 bohr^-1: condition=2.468e+03, error=-1.236e-04 Ha
Gc=3.5 bohr^-1: condition=1.010e+03, error=-2.677e-04 Ha
Smallest-eigenvalue ratio, 2 widths, epsilon doubled from 0.02: 3.9990
Smallest-eigenvalue ratio, 3 widths, epsilon doubled from 0.04: 15.9809
Soft charge step of norm 0.1 e: energy change=7.239e-07 Ha
Uniform weight: error=-4.937e-04 Ha, dM2=1.4032 e bohr^2
Energy jump at shell 2.4683 bohr^-1: Bloechl=6.66e-12, uniform=2.49e-05 Ha
Test Gaussian: z=0.7 bohr, a=0.9 bohr
Mean correction potential: adjoint=0.15720540, finite difference=0.15720540 Ha/e
Exact image-removal potential: 0.15730263 Ha/e
\end{verbatim}
